# Electronic Friction of a Slow Ion in the Weak-Scattering Limit, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a drifting electron gas to the quadratic law

Suppose that the electronic stopping of a slow proton in a metal or semiconductor is known, and that of another charge is wanted. Dielectric response says that stopping grows as the square of the charge. Scattering theory writes the same quantity as a sum of terms $(l+1)\sin^2(\delta_l-\delta_{l+1})$, none of which can exceed $l+1$, however large the charge. Without a link between the two descriptions, one does not know which charge is to be squared, when squaring it is allowed, or how wrong the result is when it is not. One may also insert the bare Coulomb potential and obtain an infinite friction. The theorem below supplies the link and its conditions.

### Setting and conventions

Atomic units are used, $\hbar=m_e=e=1$, with Coulomb energy $1/r$ between unit charges. A heavy ion of bare charge $Z_1$ moves with constant velocity $\mathbf v$ through a uniform electron gas at zero temperature. The gas has Fermi wave number $k_F$ and density $n=k_F^3/(3\pi^2)$, both spins included. The assumptions are these.

**(A1) Mean field.** Each electron moves independently in one self-consistent potential energy $V$, centred on the ion. Negative $V$ means attraction.

**(A2) Slow ion.** The speed satisfies $v\ll k_F$, and the friction coefficient $Q$ is defined by the term of the stopping that is linear in $v$:
$$S=-\frac{dE}{dx}=Qv .$$

**(A3) Screened, weak perturbation.** The potential of the ion at rest is spherical, and for small $Z_1$
$$V(r)=-Z_1w(r)+O(Z_1^2),$$
where $w$ does not depend on $Z_1$. More precisely, there is a function $b(r)\ge 0$, independent of $Z_1$, with
$$|w|\le b,\qquad |V|\le |Z_1|\,b,\qquad |V+Z_1w|\le Z_1^2\,b,$$
and with finite integrals $B=\int_0^\infty r\,b\,dr$ and $B_2=\int_0^\infty r^2b\,dr$. A screened Coulomb potential satisfies this. The bare potential $1/r$ does not, since both integrals then diverge at large $r$.

**Theorem.** Let the potential $V$ of the ion at rest be spherical and screened, with phase shifts $\delta_l$ at wave number $k_F$. Under (A1) and (A2),
$$Q=\frac{4k_F^2}{3\pi}\sum_{l=0}^\infty (l+1)\sin^2(\delta_l-\delta_{l+1}). \tag{1}$$
Under (A3) as well, as $Z_1\to0$,
$$Q=Z_1^2\,q+O(|Z_1|^3),\qquad q=\frac{4k_F^2}{3\pi}\sum_{l=0}^\infty(l+1)(d_l-d_{l+1})^2, \tag{2}$$
$$d_l=2k_F\int_0^\infty w(r)\,j_l^2(k_Fr)\,r^2dr . \tag{3}$$

Here $j_l$ is the spherical Bessel function. The coefficient $q$ depends on the gas alone. The squared quantity is the bare charge, because screening is already contained in $w$.

### Lemma 1: friction is transport scattering at the Fermi surface

**Statement.** $Q=n\,k_F\,\sigma_{tr}(k_F)$, where $\sigma_{tr}=\int(1-\cos\theta)|f(\theta)|^2d\Omega$ and $f$ is the scattering amplitude.

**Proof.** In the frame of the ion the potential is static and scattering is elastic. An electron with wave vector $\mathbf k$ in this frame has $\mathbf k+\mathbf v$ in the laboratory, so the occupation is $F(\mathbf k)=f_0(|\mathbf k+\mathbf v|)$, with $f_0$ the Fermi step.

Let $W(\mathbf k\to\mathbf k')$ be the scattering rate. The momentum passed to the ion per unit time is the sum over states of
$$(\mathbf k-\mathbf k')\,W(\mathbf k\to\mathbf k')\,F(\mathbf k)\,[1-F(\mathbf k')].$$
For a spherical potential $W$ depends only on energy and on the angle between the two vectors, so it is symmetric in them. The part containing $F(\mathbf k)F(\mathbf k')$ is then odd under exchange of the vectors and sums to zero. The Pauli factor therefore drops out.

One electron per unit volume brings a flux $k$. On average each scattering removes the fraction $1-\cos\theta$ of its forward momentum, and the transverse parts average to zero. The force on the ion is
$$\mathbf F=2\int\frac{d^3k}{(2\pi)^3}\,F(\mathbf k)\,k\,\sigma_{tr}(k)\,\mathbf k .$$
To first order in $v$, with $\alpha$ the angle between $\mathbf k$ and $\mathbf v$,
$$f_0(|\mathbf k+\mathbf v|)=f_0(k)+v\cos\alpha\,f_0'(k),\qquad f_0'(k)=-\delta(k-k_F).$$
The isotropic term gives no force. The component along $\mathbf v$ is
$$F_v=-\frac{v}{4\pi^3}\,k_F^4\,\sigma_{tr}(k_F)\int\cos^2\alpha\,d\Omega
=-\frac{v\,k_F^4\,\sigma_{tr}(k_F)}{3\pi^2},$$
because the angular integral is $4\pi/3$. The powers of $k_F$ are two from the volume element, one from the flux and one from the momentum. The sign is that of a drag. Since $S=-F_v$ and $n=k_F^3/(3\pi^2)$, the lemma follows. $\square$

Two points deserve care. First, motion also distorts the screening cloud, which adds a non-spherical term of order $v$ to $V$. This does not change $Q$. For any static potential, unitarity makes the total scattering rate out of a state equal to the rate into it from states of the same energy, so an isotropic occupation transfers no net momentum. The distortion acts only together with the drift of the occupation, hence at order $v^2$. Secondly, $V$ contains the field of the screening electrons. In a mean field their mutual forces cancel in the sum, so the momentum lost by the electrons goes to the ion.

### Lemma 2: the angular integral

**Statement.** For coefficients $a_l$ that fall off fast enough for the sums to converge,
$$\int(1-\cos\theta)\Big|\sum_l(2l+1)a_lP_l(\cos\theta)\Big|^2d\Omega
=4\pi\sum_l(l+1)|a_l-a_{l+1}|^2. \tag{4}$$

**Proof.** Put $\mu=\cos\theta$. Since $\int_{-1}^1P_lP_{l'}d\mu=2\delta_{ll'}/(2l+1)$, the part without $\mu$ is
$$4\pi\sum_l(2l+1)|a_l|^2=4\pi\sum_l(l+1)\big(|a_l|^2+|a_{l+1}|^2\big).$$
The last form follows from $2l+1=(l+1)+l$ and a shift of the index in the second piece.

For the part with $\mu$, the recurrence $(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}$ gives
$$\int_{-1}^1\mu P_lP_{l+1}d\mu=\frac{2(l+1)}{(2l+1)(2l+3)},$$
and only neighbouring $l$ couple. The factors $(2l+1)(2l+3)$ cancel. Each neighbouring pair occurs in both orders, so this part is
$$2\pi\sum_l2(l+1)\,2\,\mathrm{Re}(a_la_{l+1}^*)=4\pi\sum_l(l+1)\,2\,\mathrm{Re}(a_la_{l+1}^*).$$
Subtraction completes the square. $\square$

**Proof of (1).** Outside the potential the $l$-wave behaves as $\sin(kr-l\pi/2+\delta_l)/(kr)$. The full wave is the plane wave $\sum_l(2l+1)i^lj_l(kr)P_l$ plus $f(\theta)e^{ikr}/r$. Since the scattered wave is purely outgoing, the incoming parts of the full wave and the plane wave must agree, which fixes the amplitude of the $l$-wave as $(2l+1)i^le^{i\delta_l}$. The difference of the outgoing parts is then
$$f(\theta)=\frac1k\sum_l(2l+1)a_lP_l,\qquad a_l=\frac{e^{2i\delta_l}-1}{2i}=e^{i\delta_l}\sin\delta_l .$$
Moreover,
$$|a_l-a_{l+1}|=\tfrac12\big|e^{2i\delta_l}-e^{2i\delta_{l+1}}\big|=|\sin(\delta_l-\delta_{l+1})| .$$
Equation (4) gives $\sigma_{tr}=(4\pi/k^2)\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1})$. Multiplication by $nk_F=k_F^4/(3\pi^2)$ gives (1). $\square$

Differences appear because the weight $\cos\theta$ in the transport cross-section couples each partial wave to its neighbours, and these cross terms complete the squares in (4).

### Lemma 3: phase shifts to first order, with a bound

Write $k=k_F$, $u_0=r\,j_l(kr)$ and $D_l=\int_0^\infty b\,u_0^2\,dr$.

**Statement.** If $4|Z_1|B\le1$, then
$$|\tan\delta_l-Z_1d_l|\le 2k(1+4B)\,Z_1^2D_l,\qquad \sum_l(2l+1)D_l=B_2 . \tag{5}$$

**Proof.** The radial function $u$ obeys $u''-[l(l+1)/r^2-k^2]u=2Vu$. The regular solution satisfies the integral equation
$$u(r)=u_0(r)+2\int_0^\infty G_l(r,r')V(r')u(r')dr',\qquad G_l=k\,rr'\,j_l(kr_<)\,y_l(kr_>),$$
where $r_<$ and $r_>$ are the smaller and larger of $r,r'$. The factor $k$ is right because $j_ly_l'-j_l'y_l=1/x^2$ at argument $x$, which makes the slope of $G_l$ jump by one at $r=r'$.

At large $r$ the solution is $u\to rj_l+2k\,ry_l\int u_0Vu\,dr'$. A phase shift means $u\propto r(\cos\delta_l\,j_l-\sin\delta_l\,y_l)$. Comparison gives, without approximation,
$$\tan\delta_l=-2k\int_0^\infty u_0\,V\,u\,dr. \tag{6}$$
With $u$ replaced by $u_0$ and $V$ by $-Z_1w$, the right side is $Z_1d_l$. Attraction gives positive phase shifts.

Next, the error. The partial-wave expansion of a spherical wave, with $R^2=r^2+r'^2-2rr'\mu$, gives
$$-k\,j_l(kr_<)\,y_l(kr_>)=\frac12\int_{-1}^1P_l(\mu)\frac{\cos kR}{R}\,d\mu .$$
Since $|P_l|\le1$ and $\frac12\int d\mu/R=1/r_>$, we have $|G_l|\le rr'/r_>=r_<\le\sqrt{rr'}$ for every $l$.

Define $M=\int\sqrt r\,b|u|dr$ and $A_l=\int\sqrt r\,b|u_0|dr$. The integral equation gives $M\le A_l+2|Z_1|BM$, so $M\le2A_l$. The same estimate shows that iteration converges at least as fast as a geometric series of ratio $1/2$. Therefore
$$|u-u_0|\le2|Z_1|\sqrt r\,M\le4|Z_1|\sqrt r\,A_l .$$
In (6) this changes $\tan\delta_l$ by at most $8kZ_1^2A_l^2$. The Cauchy-Schwarz inequality gives $A_l^2\le BD_l$. The part of $V$ beyond $-Z_1w$ adds at most $2kZ_1^2D_l$. The sum of the two is the first bound in (5).

For the second relation, expand $e^{i\mathbf k\cdot\mathbf r}$ and $e^{-i\mathbf k'\cdot\mathbf r}$, with $|\mathbf k'|=k$, in Legendre polynomials and average over the directions of $\mathbf r$. With $p=|\mathbf k-\mathbf k'|$ and $\theta$ the angle between the two vectors,
$$\frac{\sin pr}{pr}=\sum_l(2l+1)\,j_l^2(kr)\,P_l(\cos\theta). \tag{7}$$
At $\theta=0$ the left side is one. Multiplication by $r^2b$ and integration give $\sum_l(2l+1)D_l=B_2$. $\square$

### Proof of the quadratic law

Take $\delta_l$ as the small arctangent. This is allowed because (1) does not change when a multiple of $\pi$ is added to a phase shift. The difference between $\delta_l$ and $\tan\delta_l$ is of third order. Hence $\delta_l=Z_1d_l+\rho_l$, with $|\rho_l|\le CZ_1^2D_l$ and $C$ independent of $l$. Also $|d_l|\le2kD_l$. Writing $x_l=\delta_l-\delta_{l+1}$,
$$x_l^2=Z_1^2(d_l-d_{l+1})^2+O(|Z_1|^3)(D_l+D_{l+1})^2,\qquad |\sin^2x_l-x_l^2|\le\tfrac13x_l^4 .$$
The errors can be summed over $l$ with weight $l+1$, because $D_l\le B_2$ and $\sum_l(2l+1)D_l$ is finite. Insertion in (1) gives (2). $\square$

**Remark on the first correction.** Replacing the sine by its argument costs only fourth order in $Z_1$. If the phase shifts have the expansion $\delta_l=Z_1d_l+Z_1^2e_l+\dots$, the cubic term in the sum is
$$2Z_1^3\sum_l(l+1)(d_l-d_{l+1})(e_l-e_{l+1}).$$
The $e_l$ have two sources: a second scattering by $w$, which is the next iteration in (6), and the part of the screening that is quadratic in $Z_1$. The cubic term changes sign with the charge. When it does not vanish, positive and negative ions of equal $|Z_1|$ feel different friction, a difference that the quadratic law cannot show.

## Second half: evaluation, dielectric response and a worked case

From the first half we take the following, in atomic units. An ion of bare charge $Z_1$ and speed $v$ moves in a gas of Fermi wave number $k_F$ and density $n=k_F^3/(3\pi^2)$. The stopping is $S=Qv$, with $Q$ given by the phase-shift sum (1). The potential energy of an electron is $V=-Z_1w(r)$ to lowest order. The phase shifts are $\delta_l=Z_1d_l+O(Z_1^2)$, with $d_l$ from (3), and $Q=Z_1^2q+O(|Z_1|^3)$, with
$$q=\frac{4k_F^2}{3\pi}\sum_l(l+1)(d_l-d_{l+1})^2 .$$
Equation (4) turns such a sum into an angular integral, and (7) expands $\sin(pr)/(pr)$ in partial waves. The symbol $p$ denotes the momentum transfer $2k_F\sin(\theta/2)$.

### Lemma 4: the sum as a momentum integral

**Statement.** With $\tilde w(p)=4\pi\int_0^\infty w(r)\,\dfrac{\sin pr}{pr}\,r^2dr$,
$$q=\frac{1}{12\pi^3}\int_0^{2k_F}p^3\,\tilde w(p)^2\,dp. \tag{8}$$

**Proof.** Form the amplitude per unit charge. By (3) and (7),
$$f_1(\theta)=\frac1{k_F}\sum_l(2l+1)d_lP_l=2\int_0^\infty w\,\frac{\sin pr}{pr}\,r^2dr=\frac{\tilde w(p)}{2\pi}.$$
This is the Born amplitude. Equation (4) with $a_l=d_l$ gives
$$\sum_l(l+1)(d_l-d_{l+1})^2=\frac{k_F^2}{4\pi}\int(1-\cos\theta)f_1^2\,d\Omega .$$
The azimuthal integral gives $2\pi$, so
$$q=\frac{4k_F^2}{3\pi}\cdot\frac{k_F^2}{4\pi}\cdot\frac{2\pi}{4\pi^2}\int_{-1}^1(1-\mu)\tilde w^2d\mu
=\frac{k_F^4}{6\pi^3}\int_{-1}^1(1-\mu)\tilde w^2d\mu .$$
Since $p^2=2k_F^2(1-\mu)$, we have $1-\mu=p^2/(2k_F^2)$ and $|d\mu|=p\,dp/k_F^2$. The powers of $k_F$ cancel and (8) remains. $\square$

**Corollary 1.** If linear screening is described by a static dielectric function, $\tilde w=4\pi/[p^2\varepsilon(p)]$, then
$$q=\frac{4}{3\pi}\int_0^{2k_F}\frac{dp}{p\,\varepsilon(p)^2}. \tag{9}$$
The factor is $16\pi^2/(12\pi^3)$. For $\varepsilon=1$ the integral diverges logarithmically at small $p$: distant, gentle collisions with an unscreened charge add up without limit. The same happens whenever $\varepsilon(p)$ stays finite as $p\to0$, as in a semiconductor, where the potential keeps a tail $1/[\varepsilon(0)r]$ and (A3) fails. Complete, metallic screening is thus what gives the quadratic law a finite coefficient.

For a slow ion whose screened potential scatters weakly, the friction is now known to be $Z_1^2q$, with $q$ given by an integral over momentum transfers up to $2k_F$ that complete, metallic screening keeps finite. It remains to evaluate $q$ for Thomas-Fermi screening, to recover it from dielectric response, and to see how far the quadratic law holds for a 1 keV proton at the mean valence density of silicon.
